# Exact Mode Updates and Euler Variance Inflation for Fluctuating Surface Steps

## The decision: how long may a time step be?

To simulate a fluctuating surface step one must choose a time step and an update rule. The choice decides whether a stiffness read from the simulated fluctuations belongs to the physical model or to the integrator. Explicit Euler can run stably and give a nearly correct step width while its short waves have more than twice their proper variance. For a linear step this error can be calculated in closed form, and it can be removed by updating each Fourier mode with its exact transition law.

## The model and its conventions

Consider a nearly straight segment of a step, such as part of a spiral arm far from its core. Its displacement from a straight line is $x(y,t)$. The segment has periodic length $L$ and is represented by $N$ points (even $N$) with spacing $d=L/N$. For small slopes its energy is

$$E=\frac{B}{2d}\sum_{j=0}^{N-1}(x_{j+1}-x_j)^2 ,$$

where $B$ is the step stiffness, an energy per length. The step exchanges material with the terraces, which act as a reservoir. Attachment at the step edge limits the rate. The deposition beam is closed, and the adatoms on the terraces are assumed to be in thermal equilibrium with the step.

The restoring force per unit length is $-(1/d)\,\partial E/\partial x_j$. The coordinate $x_j$ occurs in two squares, whose derivatives give

$$-\frac1d\frac{\partial E}{\partial x_j}
=\frac{B}{d^2}(x_{j+1}-2x_j+x_{j-1}).$$

The mean velocity is this force times $G/kT$, where $G$ is the step mobility in nm$^3$/s. With thermal noise,

$$dx_j=\frac{GB}{kT\,d^2}(x_{j+1}-2x_j+x_{j-1})\,dt
+\sqrt{\frac{2G}{d}}\,dW_j .$$

The $W_j$ are independent Wiener processes: the increment $dW_j$ has mean zero and variance $dt$. The noise strength is justified below, where it reproduces the Boltzmann distribution.

## Separation into Fourier modes

Define

$$x_m=\frac1N\sum_j x_j e^{-2\pi i mj/N},\qquad
k_m=\frac2d\sin\frac{\pi m}{N}.$$

A shift by one site multiplies a mode by $e^{i\theta}$, with $\theta=2\pi m/N$. The second difference therefore multiplies it by

$$e^{i\theta}+e^{-i\theta}-2=2\cos\theta-2=-4\sin^2(\theta/2)=-d^2k_m^2 .$$

Each mode relaxes independently at the rate

$$\lambda_m=\frac{GB}{kT}k_m^2 .$$

The noise in $x_m$ is a sum of $N$ independent terms, each with prefactor $1/N$. Its variance per unit time is $N(1/N^2)(2G/d)=2G/L$.

The equilibrium variance follows from the energy. Parseval's identity gives

$$\sum_j(x_{j+1}-x_j)^2
=N\sum_m|e^{i\theta}-1|^2|x_m|^2
=Nd^2\sum_m k_m^2|x_m|^2,$$

so $E=(BL/2)\sum_m k_m^2|x_m|^2$. Since $x_j$ is real, modes $m$ and $N-m$ are complex conjugates. Writing $x_m=a+ib$, the pair has energy $BLk_m^2(a^2+b^2)$. Each quadratic term has mean $kT/2$, hence $\langle a^2\rangle=\langle b^2\rangle=kT/(2BLk_m^2)$ and

$$S_m=\langle|x_m|^2\rangle=\frac{kT}{BLk_m^2},\qquad m\ne0 .$$

The mode $m=N/2$ is real and unpaired. Its energy $(BL/2)k_m^2x_m^2$ gives the same formula.

The Langevin equation must agree with this. It gives

$$\frac{d}{dt}\langle|x_m|^2\rangle=-2\lambda_m\langle|x_m|^2\rangle+\frac{2G}{L},$$

whose stationary value is $G/(L\lambda_m)=kT/(BLk_m^2)=S_m$. This confirms the noise strength and yields a relation used repeatedly below:

$$\lambda_mS_m=\frac GL .$$

The mode $m=0$ is the mean position. It has no restoring force and diffuses with variance $2Gt/L$, so it has no stationary variance to inflate.

## The exact update

For one mode, omit the index and let $\xi$ be its integrated noise. The equation $dx=-\lambda x\,dt+d\xi$ is that of an Ornstein-Uhlenbeck process. Multiplication by $e^{\lambda t}$ gives $d(e^{\lambda t}x)=e^{\lambda t}d\xi$. Integrating over a time step $h$ (called dt in the numerical output),

$$x(t+h)=e^{-\lambda h}x(t)+\int_0^h e^{-\lambda(h-\tau)}\,d\xi(t+\tau).$$

The integral is Gaussian with mean zero. Noise at different times is independent, so the variances add:

$$Q(h)=\frac{2G}{L}\int_0^h e^{-2\lambda(h-\tau)}d\tau
=\frac{G}{L\lambda}(1-e^{-2\lambda h})
=S(1-e^{-2\lambda h}).$$

No expansion in $h$ was made. Two updates of lengths $h_1$ and $h_2$ must equal one of length $h_1+h_2$, and they do:

$$e^{-2\lambda h_2}S(1-e^{-2\lambda h_1})+S(1-e^{-2\lambda h_2})
=S(1-e^{-2\lambda(h_1+h_2)}).$$

The algorithm is as follows.

1. Transform the step to modes $x_m$.
2. For each update draw new independent real Gaussian numbers $z_j$ with zero mean and unit variance, and transform them with the same convention to $z_m$.
3. Replace $x_m$ by $e^{-\lambda_mh}x_m+\sqrt{NQ_m(h)}\,z_m$.
4. Transform back when positions are needed.

The factor $\sqrt N$ compensates $\langle|z_m|^2\rangle=1/N$. Starting from real white noise gives conjugate modes conjugate noise, so the step stays real. For $m=0$ the limit $\lambda\to0$ gives $Q=2Gh/L$. For small $\lambda h$ the difference $1-e^{-2\lambda h}$ should be evaluated by a function that avoids cancellation.

For $\lambda h\gg1$ the old value is forgotten and $Q\to S$. One very long update therefore draws an equilibrium step, apart from its mean position, which must be set separately. The update is exact in time for the linear model on the grid. It does not remove the error of the spatial grid, and it does not carry over unchanged to a nonlinear step, whose modes are coupled.

## The stationary error of explicit Euler

Euler holds the restoring force constant during the time step. With $u=\lambda h$ and $2Gh/L=2uS$,

$$x_{n+1}=(1-u)x_n+\sqrt{2uS}\,\zeta_n,$$

where $\zeta_n$ is independent of $x_n$ and $\langle|\zeta_n|^2\rangle=1$. The variance obeys

$$V_{n+1}=(1-u)^2V_n+2uS .$$

At a fixed point $V[1-(1-u)^2]=2uS$. The bracket equals $2u-u^2=u(2-u)$, so

$$\boxed{V=\frac{S}{1-\lambda h/2}},\qquad 0<\lambda h<2 .$$

Subtracting the fixed-point equation from the recursion gives $V_{n+1}-V=(1-u)^2(V_n-V)$. The variance converges if $|1-u|<1$, which is the stated range. At $u=2$ it grows by $4S$ per step; for $u>2$ it grows exponentially.

The cause can be traced. Euler supplies the noise variance $2uS$, whereas the exact update supplies $S(1-e^{-2u})=2uS-2u^2S+\dots$, because noise received early in the interval has partly decayed by its end. Euler also damps the old variance by $1-2u+u^2$ instead of $e^{-2u}=1-2u+2u^2-\dots$. Per step, Euler thus has an excess $2u^2S$ from the noise and a deficit $u^2S$ from the damping. The net excess $u^2S$, divided by the leading relaxation $2u$ per step, gives $V-S\approx uS/2$, in agreement with the boxed formula.

The absolute excess is

$$V-S=S\frac{u/2}{1-u/2}=\frac{Gh}{2L}\,\frac1{1-\lambda h/2}.$$

For $\lambda h\ll1$ it is the same for every nonzero mode. Euler then adds a nearly white jitter to the step. Relative to the equilibrium variance the excess is about $\lambda h/2$, so it is least for the longest waves and greatest for the shortest.

### What the error does to a measured spectrum

If the stiffness is inferred mode by mode from $B_{\rm app}=kT/(Lk_m^2V_m)$, the result is

$$B_{\rm app}=B(1-\lambda_mh/2).$$

The short waves look too soft. The shape of the spectrum also changes. Since $V=(G/L)/[\lambda(1-\lambda h/2)]$ and the denominator is largest at $\lambda h=1$, the Euler spectrum has a minimum there, of height $2Gh/L$, and rises again at larger $\lambda$, provided that the grid has modes with $\lambda h>1$. The equilibrium spectrum falls steadily up to $m=N/2$.

Time correlations are altered too. Multiplying the Euler update by $x_n^*$ and averaging gives a correlation of $1-\lambda h$ between successive steps, instead of $e^{-\lambda h}$. For $1<\lambda h<2$ it is negative: the mode tends to change sign at each step, although the physical mode relaxes without oscillation.

### Choosing an Euler step

For a relative variance error $\varepsilon$, set $1/(1-u/2)=1+\varepsilon$. Then $u/2=\varepsilon/(1+\varepsilon)$ and

$$h=\frac{2\varepsilon}{(1+\varepsilon)\lambda}.$$

If all modes must meet this tolerance, $\lambda$ is the largest rate, $\lambda_{\max}=4GB/(kT\,d^2)$. Halving the grid spacing at fixed $L$ then divides the allowed time step by four.

## Errors of width and slope

The error of an observable depends on how it weights the modes. The squared width about the mean position is $w^2=\sum_{m\ne0}S_m$, which requires the sum of $1/(k_m^2d^2)$. Let $\omega_m=e^{2\pi im/N}$, so that $k_m^2d^2=|1-\omega_m|^2$. The $\omega_m$ with $m\ne0$ are the roots of $f(z)=1+z+\dots+z^{N-1}$. At $z=1$,

$$\frac{f'}{f}=\frac{N-1}{2},\qquad
\frac{f''}{f}=\frac{(N-1)(N-2)}{3}.$$

The logarithmic derivative of $f$ and its negative derivative give

$$\sum\frac1{1-\omega_m}=\frac{N-1}{2},$$

$$\sum\frac1{(1-\omega_m)^2}
=\frac{(N-1)^2}{4}-\frac{(N-1)(N-2)}{3}
=\frac{(N-1)(5-N)}{12}.$$

On the unit circle $1/(1-\omega^*)=1-1/(1-\omega)$. Hence $1/|1-\omega|^2=1/(1-\omega)-1/(1-\omega)^2$, whose sum is $(N^2-1)/12$. Therefore

$$w^2=\frac{kT\,d^2}{BL}\frac{N^2-1}{12}
=\frac{kTL}{12B}\left(1-\frac1{N^2}\right).$$

For Euler, let $s=\lambda_{\max}h/2<1$. Then $\lambda_mh/2=s\sin^2(\theta/2)$, and the sum needed is that of

$$\frac1{1-s\sin^2(\theta/2)}=\frac1{a+b\cos\theta},\quad
a=1-\frac s2,\quad b=\frac s2 .$$

Here $a^2-b^2=1-s$. With $\rho=(a-\sqrt{1-s})/b<1$, the geometric (Poisson-kernel) series is

$$\frac1{a+b\cos\theta}=\frac1{\sqrt{1-s}}
\left[1+2\sum_{p\ge1}(-\rho)^p\cos p\theta\right].$$

Summed over all $N$ modes, the cosines vanish unless $p$ is a multiple of $N$. The remaining corrections are of relative order $\rho^N$, which is negligible unless $s$ is very close to 1. Dropping them and removing the term $m=0$, which equals 1, gives

$$w_{\rm E}^2-w^2\simeq\frac{Gh}{2L}\left[\frac N{\sqrt{1-s}}-1\right].$$

The mean-square slope is $\sum k_m^2V_m$. At equilibrium each of the $N-1$ nonzero modes contributes $kT/(BL)$; Euler multiplies each contribution by $1/(1-\lambda_mh/2)$. The slope inflation is thus

$$R\simeq\frac{N/\sqrt{1-s}-1}{N-1}.$$

The width is dominated by long waves, while the slope weights all modes equally. A correct width is therefore weak evidence that the time step is adequate.

## Worked example

Take $T=550$ K, $B=0.5$ eV/nm, $G=10$ nm$^3$/s, $L=400$ nm and $N=128$. Then $kT=0.0474$ eV and $d=3.125$ nm. The fastest rate is

$$\lambda_{\max}=\frac{4(10)(0.5)}{(0.0474)(3.125)^2}\ {\rm s^{-1}}
=43.2\ {\rm s^{-1}},$$

so Euler requires $h<2/43.2=0.0463$ s. The slowest mode relaxes in 38.4 s. One per cent inflation of the fastest mode requires $h=0.02/(1.01\times43.2)=4.58\times10^{-4}$ s, or about 84,000 Euler steps per slowest relaxation time.

With $h=0.03$ s Euler is stable, and $\lambda_{\max}h=1.296$. The fastest mode is inflated by $1/(1-0.648)=2.84$, and its apparent stiffness is $0.5\times0.352=0.176$ eV/nm. Mode 1 is inflated by a factor of only 1.0004. The predicted rise of the spectrum beyond $\lambda h=1$ is visible: Euler theory gives $1.52\times10^{-3}$ nm$^2$ for mode 48 and $1.64\times10^{-3}$ nm$^2$ for mode 64, while the equilibrium variance falls from $6.8\times10^{-4}$ to $5.8\times10^{-4}$ nm$^2$.

For the summed quantities $s=0.648$ and $N/\sqrt{1-s}-1=215$. The added squared width is $(10\times0.03/800)\times215=0.081$ nm$^2$, which raises $w^2$ from 3.16 to 3.24 nm$^2$, or 2.5%. The mean-square slope rises by $215/127=1.69$, from 0.030 to 0.051.

These are stationary predictions. A real-space Euler ensemble of 4000 steps, advanced 200 times from equilibrium, agreed with the variance law within 2.34 standard errors for every nonzero mode. This tests the inflation only for the shorter waves, since for modes 1 to 8 the predicted excess is less than two standard errors. In the same ensemble the correlation of the fastest mode between successive time steps was $-0.296$, as predicted; the physical value is $+0.274$. A separate test solved the stationary covariance equation of real-space Euler without random sampling, for $h=0.004$, 0.03 and 0.042 s. All nonzero modes agreed with the boxed law to within two parts in $10^5$.

The exact update was started from a flat step and advanced by 0.02, 1, 5, 0.3 and 10 s. Three of these intervals exceed Euler's limit more than twentyfold. At the end of the run all mode variances agreed with the exact transient within 2.59 standard errors. The last interval of 10 s erases the memory of the earlier ones for all but the longest waves: they contribute 29% of the final variance of mode 1, 9% for mode 2 and under 1% for mode 3. The transient and the composition of updates are therefore tested by modes 0 to 2; for the higher modes the comparison tests the equilibrium variance $S_m$. An equilibrium sample drawn by one long update gave $w^2=3.22$ nm$^2$, 1.8% above the exact 3.16 nm$^2$. The long waves limit the precision here: with $S_m\propto1/m^2$, the relative standard error is about $\sqrt{\sum m^{-4}}/(\sqrt{4000}\sum m^{-2})=1.0\%$, so the difference is 1.8 standard errors.

### A check on the dynamics

The exact method should also reproduce the motion of a point on the step. For a stationary mode, $\langle|x_m(t)-x_m(0)|^2\rangle=2S_m(1-e^{-\lambda_mt})$. For $m=0$ the corresponding term is $2Gt/L$. At times well above the fastest relaxation time and below the slowest, the sum over all modes, including $m=0$, may be replaced by $L\int dq/2\pi$. With $\alpha=GBt/kT$,

$$\langle[x(t)-x(0)]^2\rangle\simeq
\frac{kT}{\pi B}\int_{-\infty}^{\infty}\frac{1-e^{-\alpha q^2}}{q^2}dq .$$

The derivative of the integral with respect to $\alpha$ is $\int e^{-\alpha q^2}dq=\sqrt{\pi/\alpha}$. Since the integral vanishes at $\alpha=0$, it equals $2\sqrt{\pi\alpha}$, and

$$\langle[x(t)-x(0)]^2\rangle\simeq2\sqrt{\frac{kT\,Gt}{\pi B}} .$$

At $t=2$ s this is 1.554 nm$^2$. The mode sum gives 1.549 nm$^2$ and the simulation 1.558 nm$^2$. At times far below $1/\lambda_{\max}$ the law fails on the grid, because each point then diffuses independently with variance $2Gt/d$. At times far above $1/\lambda_1$ the nonzero modes saturate at $2w^2$ and the mean position adds $2Gt/L$.

## Relation to a real film and limits of the model

The temperature, the 50 nm terrace width and the 0.44 nm lattice constant are rough values for epitaxial Bi$_2$Te$_3$. The stiffness, mobility, step repulsion and terrace transport are assumed, so the calculated width is not a prediction for a particular film. The ends of the segment matter when the width is measured from a fixed line. Real segments may be pinned at corners or defects. Then $x=\sum_n a_n\sin(n\pi y/L)$, the energy of each term is $(B/4L)(n\pi)^2a_n^2$, and $\langle a_n^2\rangle=2kTL/(B\pi^2n^2)$. The squared width about the chord is $\sum_n\langle a_n^2\rangle/2=kTL/(6B)$, twice the periodic value: 6.32 instead of 3.16 nm$^2$. The factor two comes from the reference line: the mean position of the pinned segment itself fluctuates about the chord with variance $kTL/(12B)$, and the width about that mean position is again $kTL/(12B)$. The Euler law still holds for each pinned mode, with that mode's own rate.

Other effects are estimated as follows.

- **Grid.** Replacing $L$ by $d$ in the pinned formula gives the mean-square deviation of the continuous step from the straight lines joining the grid points, 0.049 nm$^2$. This is not the grid error of $w^2$, which according to the factor $1-1/N^2$ is only about $2\times10^{-4}$ nm$^2$.
- **Slope.** For an isotropic line energy proportional to $\sqrt{1+p^2}-1$ at slope $p$, Gaussian slopes lower the mean energy by 2.1% relative to the quadratic form on this grid. The mean-square slope grows as $1/d$, so the correction is larger on a finer grid: about 11% at $d=0.44$ nm. The fluctuations change by more than this. With $\sigma^2=kT/(Bd)$, the quartic term $-p^4/8$ in the Boltzmann weight raises $\langle p^2\rangle$ by $(\langle p^6\rangle-\langle p^2\rangle\langle p^4\rangle)/(8\sigma^2)=\tfrac32\sigma^4$ to first order. The slopes of the segments enter the energy alike and sum to zero, so $w^2$ rises by the same factor as $\langle p^2\rangle$. With the full energy the rise is about 4.5% on this grid, more than the 2.5% Euler error of the width found above, and about 34% at $d=0.44$ nm.
- **Neighbours.** A repulsion energy $A/l^2$ per length from each of two fixed neighbours at distance $l$ has total curvature $12A/l^4$. For $A=0.1$ eV nm this is 0.16% of $Bk_1^2$.
- **Terrace diffusion.** Let $K$ be the attachment coefficient on each side, $D$ the adatom diffusivity, $c_{\rm eq}$ the equilibrium adatom density and $\Omega$ the area per growth unit. Around an isolated step a disturbance of wavenumber $q$ decays as $e^{-q|x|}$. If the step drives an excess density $c_s$ and the adjacent terrace has $c_0$, flux balance $K(c_s-c_0)=Dqc_0$ divides the flux by $1+K/(Dq)$. A force $f$ per length on the step shifts the adatom density in equilibrium with it by an amount of magnitude $c_{\rm eq}\Omega f/kT$. Exchange on both sides, with area $\Omega$ per unit, then gives the velocity $2Kc_{\rm eq}\Omega^2f/kT$ when attachment limits the rate. Hence $G=2Kc_{\rm eq}\Omega^2$, and the factor is $1+G/(2Dc_{\rm eq}\Omega^2q)$. With $Dc_{\rm eq}=10^6$ s$^{-1}$ and $\Omega=0.168$ nm$^2$, mode 1 slows by about 1%. Since $1/q=64$ nm exceeds the terrace width, neighbouring steps would alter this estimate. The equilibrium variance of the mode is unchanged, because it depends only on the energy.

If the terraces act as a reservoir, the mean position wanders 5 nm, a tenth of a terrace, in about 500 s. If adatoms can only pass to fixed neighbouring steps with the same slow attachment, two attachment resistances act in series. The mobility of the mean position is then halved, and the time is about 1000 s. Over much longer times the repulsion of the neighbours cannot be ignored either. Growth with the beam open, evaporation and anisotropic stiffness are not sized here. Growth in particular can change the relaxation rates and remove thermal equilibrium, so $S_m$ would have to be derived again. If the modes remain linear and independent, with a positive real rate and white noise, the exact update and the Euler factor still apply with the new $\lambda$ and $S$.

## Table of computed values

```
temperature 550 K, thermal energy 0.04740 eV
stiffness 0.5 eV/nm, mobility 10.0 nm^3/s (assumed)
length 400 nm, points 128, spacing 3.125 nm
terrace width 50 nm, lattice constant 0.44 nm (rough)
slowest rate 0.02602 1/s, time 38.42 s
fastest rate 43.211 1/s, time 0.02314 s
Euler stability limit 0.04628 s
Euler step for 1% inflation of fastest mode 4.583e-04 s
such steps per slowest relaxation time 83849
Euler step used 0.03 s; replicas 4000, Euler steps 200
columns: mode, lambda*dt, S (nm^2), Euler law (nm^2),
  Euler simulation (nm^2), inflation law, apparent stiffness (eV/nm)
  1 0.00078 9.6062e-01 9.6100e-01 9.7193e-01 1.0004 0.4998
  8 0.04934 1.5201e-02 1.5586e-02 1.5432e-02 1.0253 0.4877
 16 0.18984 3.9506e-03 4.3650e-03 4.2686e-03 1.1049 0.4525
 32 0.64817 1.1571e-03 1.7119e-03 1.7395e-03 1.4795 0.3380
 48 1.10649 6.7782e-04 1.5172e-03 1.5437e-03 2.2384 0.2234
 64 1.29633 5.7856e-04 1.6444e-03 1.6193e-03 2.8422 0.1759
largest deviation, Euler run: 2.34 sigma
largest deviation, exact run: 2.59 sigma
exact run step sizes (s): [0.02, 1.0, 5.0, 0.3, 10.0]
fastest mode lag-one correlation: Euler law -0.2963
  Euler simulation -0.2957, exact 0.2735
width squared: equilibrium 3.1595 nm^2, exact sample 3.2153 nm^2
width squared, Euler 3.2400 nm^2, ratio 1.0255
rms width, equilibrium 1.777 nm
mean-square slope: equilibrium 0.03010, Euler 0.05090
slope inflation 1.6913
wandering in 2.0 s: simulation 1.5584 nm^2
  mode sum 1.5491 nm^2, square-root law 1.5536 nm^2
pinned ends: width squared 6.3190 nm^2, ratio 2.000
unresolved width squared in one cell 0.0494 nm^2
finite-slope reduction of line energy 2.11 %
repulsion constant 0.1 eV nm (assumed)
neighbour spring / line tension, mode 1: 0.156 %
area per growth unit 0.1677 nm^2
diffusivity times adatom density 1.0e+06 1/s (assumed)
terrace-diffusion slowing of mode 1: 1.13 %
time for mean position to wander 5 nm rms: 500 s
```
